Two Flipped Spins in the Heisenberg Ferromagnetic Chain

One flipped spin in a ferromagnet travels as a magnon. This problem asks what two of them do in one dimension: whether they only scatter, or can also travel together.

The model is an infinite chain of spins one half with nearest-neighbour exchange J > 0,

H = −J Σₙ (Sₙ·Sₙ₊₁ − 1/4).

Here ħ = 1, spins are dimensionless, and the site spacing is 1, so that momenta are phases per site. A flip is a down spin in a background of up spins. There is no magnetic field until part (g).

**(a) Show how H acts on a single bond, and find the energy of one flip with momentum k.**

Two spins one half form a triplet, with S·S = 1/4, or a singlet, with S·S = −3/4. The operator P that exchanges the two spin states is +1 on the triplet and −1 on the singlet. Both cases are covered by

S·S − 1/4 = (P − 1)/2,

so that

H = (J/2) Σₙ (1 − Pₙ,ₙ₊₁).

A parallel bond is unchanged by P and contributes nothing. An antiparallel bond contributes a diagonal energy J/2 and an amplitude −J/2 for exchanging its spins. The number of flips is therefore conserved. Each term 1 − P has eigenvalues 0 and 2, so H has no negative energies, and the fully polarized state, with energy zero, is a ground state.

Let |n⟩ have its only flip at site n. Two bonds are antiparallel, hence

H|n⟩ = J|n⟩ − (J/2)(|n−1⟩ + |n+1⟩).

For amplitudes e^{ikn} the two neighbours contribute e^{ik} + e^{−ik} = 2 cos k, which gives

ε(k) = J(1 − cos k).

**(b) Write the equations for two flips and reduce them to one relative coordinate at fixed total momentum K.**

Let ψ(n₁,n₂) be the amplitude for flips at n₁ < n₂. If the flips are not neighbours, four bonds are antiparallel. Their diagonal energy is 4·J/2 = 2J, and

Eψ(n₁,n₂) = 2Jψ(n₁,n₂) − (J/2)[ψ(n₁−1,n₂) + ψ(n₁+1,n₂) + ψ(n₁,n₂−1) + ψ(n₁,n₂+1)].

If they are neighbours, the bond between them is parallel. Only the two outer bonds act:

Eψ(n,n+1) = Jψ(n,n+1) − (J/2)[ψ(n−1,n+1) + ψ(n,n+2)].

Translation symmetry allows the form

ψ(n₁,n₂) = e^{iK(n₁+n₂)/2} f(r), r = n₂ − n₁ ≥ 1.

Moving n₁ left or n₂ right raises r by one, with phases e^{−iK/2} and e^{iK/2}. These two terms add up to 2 cos(K/2) f(r+1). The two inward moves likewise give 2 cos(K/2) f(r−1). Take K in (−π, π] and define

c = cos(K/2), 0 ≤ c ≤ 1.

The equations become

E f(r) = 2J f(r) − Jc[f(r+1) + f(r−1)], r ≥ 2,

E f(1) = J f(1) − Jc f(2).

This is a particle hopping on a half-line with amplitude −Jc. Its energy at r = 1 is lower by J than elsewhere. That is the attraction: neighbouring flips share a bond that costs nothing. The total momentum does not change its strength J, but it reduces the hopping that works against it.

For c > 0 the end equation can be replaced by a boundary condition. Extend the first equation to r = 1 by introducing a fictitious f(0):

E f(1) = 2J f(1) − Jc[f(2) + f(0)].

This agrees with the true end equation if J f(1) = 2J f(1) − Jc f(0), that is, if

c f(0) = f(1).

**(c) Find the scattering states and the range of their energies.**

Take c > 0 and try f(r) = sin(qr + δ) with 0 < q < π. Since f(r+1) + f(r−1) = 2 cos q f(r), the energy is

E = 2J(1 − c cos q).

The boundary condition requires

c sin δ = sin(q + δ) = sin q cos δ + cos q sin δ,

and therefore

tan δ = sin q/(c − cos q).

Every q in the interval has such a phase. The energies are those of two free magnons with momenta K/2 + q and K/2 − q:

ε(K/2+q) + ε(K/2−q) = 2J − J[cos(K/2+q) + cos(K/2−q)] = 2J − 2Jc cos q.

The interaction changes the phase of the wave but not the energy band. Including its end points, the continuum extends from 2J(1 − c) to 2J(1 + c).

**(d) Find all normalizable states, and compare their energies with the continuum at the same K.**

Keep c > 0. At a given E the recurrence has solutions zʳ and z⁻ʳ, where

z + 1/z = (2J − E)/(Jc).

Inside the continuum |z| = 1 and the waves do not decay. At its edges z = ±1, and the solutions are (±1)ʳ(a + br), which do not decay either. Outside it, one root has |z| < 1, and a normalizable state must be

f(r) = z^{r−1}.

Then f(1) = 1 and f(0) = 1/z, so the boundary condition c f(0) = f(1) gives

z = c.

This is acceptable if c < 1, that is, for K ≠ 0. There is no second solution, and in particular none with negative z, which would lie above the continuum. The energy is

E_b = 2J − Jc(c + 1/c) = J(1 − c²) = J sin²(K/2).

Its distance below the continuum is

2J(1 − c) − J(1 − c²) = J(1 − c)[2 − (1 + c)] = J(1 − c)².

This is positive for every K ≠ 0 with c > 0. The remaining momentum, K = π, has c = 0. The equations of part (b) then separate into E f(1) = J f(1) and E f(r) = 2J f(r) for r ≥ 2. The neighbouring pair has energy J and all other separations have energy 2J. The two formulas above remain true, with the continuum shrunk to one energy. A bound pair thus lies below the two-magnon continuum at every nonzero total momentum.

At K = 0 the candidate has z = 1. It is a constant at the continuum edge and cannot be normalized, so there is no bound pair.

Two free magnons with the same total momentum always have more energy than the pair, so within this model the pair cannot break up. Its size follows from the probabilities, proportional to c^{2(r−1)}:

⟨r⟩ = Σ r c^{2(r−1)} / Σ c^{2(r−1)} = [1/(1−c²)²]/[1/(1−c²)] = 1/(1 − c²).

Since ε(K) = 2J sin²(K/2), the pair also has half the energy of a single magnon of momentum K.

These results were compared with diagonalization of the two-flip Hamiltonian on a ring of 401 sites, at K = 2πm/401 with m = 40, 100, 150 and 200. The largest error of the pair energy was 2.0 × 10⁻¹¹ J, and in each case only one level lay below the continuum.

**(e) Show that no two-flip state is missing.**

For 0 < c < 1, add up the weight that the states found so far have at r = 1. The normalized bound state contributes

1/Σ c^{2(r−1)} = 1 − c².

The scattering states, normalized per unit q, are √(2/π) sin(qr + δ). The factor comes from large r, where the mean square of the sine is 1/2. From the boundary condition and the phase,

sin²(q + δ) = c² sin²δ = c² sin²q/[sin²q + (c − cos q)²] = c² sin²q/(1 − 2c cos q + c²).

To integrate this, take the imaginary part of the geometric series Σ c^{n−1}e^{inq} = e^{iq}/(1 − c e^{iq}), with n ≥ 1:

Σ c^{n−1} sin nq = sin q/(1 − 2c cos q + c²).

Multiply by sin q and integrate from 0 to π. Only n = 1 survives, and it gives π/2. The scattering weight at r = 1 is

(2/π)·c²·(π/2) = c².

The sum is (1 − c²) + c² = 1, so the state localized at r = 1 is built entirely from the solutions found. Applying the relative Hamiltonian to it produces r = 2, a further application produces r = 3, and so on, because c > 0. The solutions therefore span all separations. At c = 1 there is no bound state, and the scattering weight can be found directly: sin²(q + δ) = sin²q/(2 − 2 cos q) = (1 + cos q)/2 has the integral π/2 from 0 to π, so the weight is (2/π)(π/2) = 1 and the same argument applies. The case c = 0 was solved completely in part (d).

**(f) Examine small K, exchange anisotropy and coupling between chains.**

*Small K.* Here 1 − c ≈ K²/8, so to leading order

J(1 − c)² ≈ JK⁴/64, ⟨r⟩ = 1/sin²(K/2) ≈ 4/K².

The pair becomes wide and very weakly bound. At K = 0.1, numerical solution of the relative equation on a long half-line gives a separation of 1.5618 × 10⁻⁶ J, against 1.5625 × 10⁻⁶ J from the leading term. A binding this weak is easily lost when the model is changed.

*Anisotropy.* Let the exchange along the polarization axis be ΔJ with Δ > 0:

H = −J Σₙ [SˣₙSˣₙ₊₁ + SʸₙSʸₙ₊₁ + Δ(SᶻₙSᶻₙ₊₁ − 1/4)].

An antiparallel bond now costs −JΔ(−1/4 − 1/4) = JΔ/2, while its exchange amplitude is still −J/2. The diagonal energies become 2JΔ for r ≥ 2 and JΔ for r = 1. The boundary condition becomes c f(0) = Δ f(1), so z = c/Δ. For c > 0,

E_b = 2JΔ − Jc(c/Δ + Δ/c) = JΔ − Jc²/Δ.

The continuum begins at 2J(Δ − c), and the separation is

2JΔ − 2Jc − JΔ + Jc²/Δ = J(Δ − c)²/Δ.

A pair requires z < 1, or c < Δ. With easy-axis exchange, Δ > 1, it exists even at K = 0. With easy-plane exchange, Δ < 1, it is lost near K = 0. The statement for every nonzero K thus fails for any easy-plane anisotropy, however small. For Δ < 1 the polarized state is also no longer the ground state without a field, since one magnon has energy J(Δ − cos k), which is negative at small k. A field along the polarization that adds more than J(1 − Δ) per flip makes it the ground state again, and it leaves the separation unchanged.

*Coupled chains.* Return to Δ = 1 and couple each site to its counterparts on four neighbouring chains, in a square array, by a ferromagnetic exchange J′. By the rule of part (a), a magnon gains the energy J′(2 − cos kₓ − cos k_y), which is never negative. At zero total transverse momentum, two free magnons can both have kₓ = k_y = 0, so the continuum still begins at 2J(1 − c).

As a trial state, keep the bound pair on one chain and superpose all chains with equal amplitude. Each flip has four antiparallel interchain bonds, costing 4·J′/2 = 2J′. The interchain exchange terms move one flip to another chain, out of the trial space, and do not contribute to the mean energy. The trial energy is E_b + 4J′. By the variational principle a state remains below the continuum if

J(1 − c)² > 4J′.

This is a sufficient condition; a pair may survive where it fails.

**(g) Put in numbers for a chain with J = 10 meV, spacing 0.3 nm and g = 2, at 2 K in a field of 5 T along the polarization. Which neglected effects matter?**

In temperature units J is 116 K. At K = π/2, c = 0.7071, and

E_b = 10 × (1 − 0.5) = 5.0 meV,

2J(1 − c) = 20 × 0.2929 = 5.86 meV,

J(1 − c)² = 10 × 0.2929² = 0.86 meV, or about 207 GHz.

The flips are on average 2 sites, or 0.6 nm, apart. The other momenta show how binding grows with K:

- K = π/4: separation 0.058 meV, mean distance 6.8 sites.
- K = 3π/4: separation 3.8 meV, mean distance 1.2 sites.
- K = π: separation 10 meV, mean distance 1 site.

The field adds 0.58 meV per flip. Pair and continuum both rise by 1.16 meV, so their separation is unchanged. The field is needed for another reason. Without it, the thermal number of free magnons at small k behaves as kT/(Jk²/2), where the k in kT is Boltzmann's constant. Its integral over momentum diverges, and the polarized background is lost. At 2 K and 5 T the free-magnon estimate is 0.0019 per site, or one in about 530 sites. This is dilute compared with a pair two sites wide, so treating two flips alone is reasonable at K = π/2. The thermal energy, 0.17 meV, is below the separation there but above it at K = π/4.

These parameters are rough values in the regime of copper-halide ferromagnetic chains such as cyclohexylammonium copper trichloride, where exchange is of order 100 K and anisotropy and interchain coupling are weak. Real chains break the assumptions of isotropy, isolation and nearest-neighbour exchange. The sizes below are illustrative, not fitted to a compound:

- Anisotropy of one percent changes the separation at K = π/2 from 0.86 to 0.81 meV for Δ = 0.99, or to 0.91 meV for Δ = 1.01. For Δ = 0.99 there is no pair for |K| below 0.09π.
- An interchain exchange of 0.01 meV raises the trial pair by 0.04 meV. Survival is then assured for |K| above 0.23π, which just includes K = π/4.
- A second-neighbour exchange of −0.2 meV lowers the separation from 0.85 to 0.80 meV at K = 0.499π.
- The dipolar energy scale of neighbouring moments is 0.002 meV. The coupling acts as an anisotropy: with the field along the chain, its nearest-neighbour part raises the separation from 0.858 to 0.869 meV at K = π/2 and from 0.058 to 0.061 meV at K = π/4. This is small beside the separations listed above, but not beside the K⁴ binding at very small K.

Coupling to lattice vibrations has not been estimated. Near K = π/2 and above, the listed effects leave the pair clearly below the two-magnon continuum; near K = 0 they can decide whether it exists. Lying below that continuum protects the pair only while the number of flips is conserved. At K = π/2 and 5 T the pair has 5.0 + 1.16 = 6.16 meV, while three free magnons of momentum π/6 start at 5.76 meV and four of momentum π/8 at 5.36 meV. Terms that change the number of flips, such as the dipolar coupling when the field is not along the chain, therefore allow the pair to decay; its lifetime has not been estimated. Spin waves in a film, with wavelengths much longer than the lattice spacing, belong to the small-K regime in a different geometry, so the chain energies found here should not be carried over to them.

Computed values

```
Exchange J = 10.0 meV = 116.0 K
Site spacing = 0.30 nm, g = 2.0
Temperature = 2.0 K, field = 5.0 T
Largest ring error of pair energy = 2.0e-11 J
Ring size in that test = 401 sites
K/pi, c, pair energy, continuum bottom, top, separation (meV):
  0.25  0.9239  1.4645  1.5224  38.4776  0.0579
  0.50  0.7071  5.0000  5.8579  34.1421  0.8579
  0.75  0.3827  8.5355  12.3463  27.6537  3.8108
  1.00  0.0000  10.0000  20.0000  20.0000  10.0000
K/pi, mean distance of the flips (sites, nm):
  0.25  6.828  2.049
  0.50  2.000  0.600
  0.75  1.172  0.351
  1.00  1.000  0.300
Separation at K = pi/2 = 0.8579 meV = 207.4 GHz
Half-line separation at K = 0.1: 1.5618e-06 J
K^4/64 at the same K: 1.5625e-06
Effects left out of the model:
  Delta = 0.99: separation at K = pi/2 = 0.8084 meV
  Delta = 1.01: separation at K = pi/2 = 0.9084 meV
  Delta = 0.99: no pair for |K| below 0.2831 rad = 0.0901 pi
  Interchain J' = 0.010 meV raises trial pair by 0.040 meV
  Pair then assured for |K| above 0.7151 rad = 0.2276 pi
  Second-neighbour exchange -0.20 meV, K = 0.4988 pi:
    separation 0.8007 meV, without it 0.8498 meV
  Dipolar energy scale of neighbours = 0.00199 meV
  Thermal energy kT = 0.1723 meV
  Zeeman energy per flip = 0.5788 meV
  Thermal magnons per site = 1.872e-03, one per 534 sites
```
